# Normal thermal conductivity of a nanolaminate with resistive interfaces

## Question

I am estimating how well an oxide nanolaminate, grown by atomic layer deposition, conducts heat through its thickness. Two materials A and B alternate, each layer is 2 nm thick, and both have a thermal conductivity of 1.5 W/mK. Each interface between them has a thermal resistance of $1\times10^{-9}$ m²K/W.

Averaging the two conductivities gives 1.5 W/mK, as if the layering did nothing. If I take one A layer, one B layer and the interface between them, I get 1.09 W/mK. I don't know whether that number also holds for a film of many layers. What is the normal conductivity of the thick film, how does it depend on the number of layers, and can Fourier's law be trusted in a layer of 2 nm?

## Answer

Your 1.09 W/mK is right for a single bilayer, but a single bilayer is not the repeating unit of a thick film. In the sequence A/B/A/B/… each A layer is followed by an A/B interface and each B layer by a B/A interface. One period therefore contains two layers and two interfaces, and your count left one interface out.

### The repeated stack

Let heat flow along $z$, normal to the layers, in a steady state. Assume that the film is uniform sideways, that Fourier's law holds inside each layer, and that the conductivities and interface resistances do not depend on temperature.

No heat accumulates anywhere, so the flux $q$ (W/m²) is the same in every layer and across every interface. In layer $i$, of thickness $d_i$ and conductivity $k_i$, Fourier's law is $q=-k_i\,dT/dz$. The gradient is constant, so the temperature falls by

$$\Delta T_i=\frac{q\,d_i}{k_i}.$$

An interface resistance $R$ is defined by the temperature jump it causes, $\Delta T=qR$. Call the two interfaces of a period $R_{12}$ and $R_{21}$. The fall over one period is the sum

$$\Delta T_{\rm period}=q\left(\frac{d_1}{k_1}+\frac{d_2}{k_2}+R_{12}+R_{21}\right).$$

The effective normal conductivity $k_n$ is that of a uniform material with the same flux and the same fall over the same length, $q=k_n\Delta T_{\rm period}/(d_1+d_2)$. Inserting the sum and cancelling $q$ gives

$$k_n=\frac{d_1+d_2}{d_1/k_1+d_2/k_2+R_{12}+R_{21}}.$$

For equal layers and equal interfaces, numerator and denominator share a factor 2:

$$k_n=\frac{2d}{2d/k+2R}=\frac{d}{d/k+R}=\frac{k}{1+kR/d}.$$

A convenient unit of resistance is $10^{-9}$ m²K/W, which equals 1 nm/(W/mK). In that unit $R=1$, and one layer has $d/k=2/1.5=1.333$. A period has $2.667+2.000=4.667$, so

$$k_n=\frac{4\ \text{nm}}{4.667\ \text{nm/(W/mK)}}=0.857\ \text{W/mK},$$

or 0.86 W/mK. The interfaces carry $1/2.333=43\,\%$ of the resistance.

### Two limits

The length $kR=1.5$ nm is the thickness of layer material that resists as much as one interface. Taking the reciprocal of $k_n$ shows how it governs the result:

$$\frac1{k_n}=\frac1k+\frac Rd .$$

For $d\gg kR$ the second term is small and $k_n\approx k(1-kR/d)$, so the layers decide. For $d\ll kR$ the first term is small and $k_n\approx d/R$. The interfaces then decide, and a better conducting layer material hardly helps. Both terms are positive, so within this model $k_n$ lies below both $k=1.5$ W/mK and $d/R=2$ W/mK. Your film sits between the limits, and neither approximation is good for it.

The second limit cannot be pushed to arbitrarily thin layers. It needs interfaces that remain separate and keep the same $R$, which fails once $d$ approaches the width over which A and B mix.

### A check with unequal layers

The formula can be tested by a route that uses only the resistances between neighbouring points, never their sum over a period. Over distances much longer than a period, the laminate should behave as a uniform medium with energy balance

$$C_{\rm avg}\frac{\partial T}{\partial t}=k_n\frac{\partial^2T}{\partial z^2},$$

where $C_{\rm avg}$ is the thickness-averaged heat capacity per volume. Insert a thermal wave $T\propto e^{iq_wz}e^{-\Gamma t}$. The left side gives $-\Gamma C_{\rm avg}T$ and the right side $-k_nq_w^2T$, so $\Gamma=k_nq_w^2/C_{\rm avg}$. The rate $\Gamma$ can also be found by diagonalizing the heat equation of one period with all its layers and interfaces, which then yields $k_n$.

Take $d=2$ and 3 nm, $k=1.5$ and 0.4 W/mK, $R=1$ and 2 in the unit above, heat capacities in the ratio 3:2, and $q_w$ times the period equal to 0.01. The formula gives

$$k_n=\frac{5}{1.333+7.5+3}=0.42254\ \text{W/mK},$$

and the decaying wave gives 0.42253 W/mK. For your film both routes give 0.8571 W/mK.

### Heat flow along the layers

Your average of 1.5 W/mK does answer a question, namely how the film conducts along its layers. If the temperature varies along $x$ and is the same in all layers at a given $x$, there is no flux across the interfaces and hence no jump there. Each layer carries $k_i|dT/dx|$ per unit area, and averaging over the thickness gives

$$k_p=\frac{d_1k_1+d_2k_2}{d_1+d_2}=1.5\ \text{W/mK}.$$

The ratio $k_p/k_n$ is 1.75. The film is anisotropic although both materials have the same conductivity, because the interfaces obstruct one direction. This holds within Fourier's law. Interfaces that scatter carriers also lower $k_p$. In the gray model below, whose interfaces send all carriers off in random directions, $k_p$ falls by about $3L/(8d)\approx6\,\%$ (with $L$ the mean free path) to 1.42 W/mK, and the ratio falls to about 1.66. This is a much larger correction than the one found there for $k_n$.

### A film with a finite number of layers

A film of $N$ bilayers has $2N$ layers and $2N-1$ internal interfaces. With $P=2d/k+2R$ for the resistance of a period, the film has resistance

$$2N\frac dk+(2N-1)R=NP-R.$$

Its conductivity is the thickness $2Nd$ divided by this. Since $k_n=2d/P$,

$$k_N=\frac{2Nd}{NP-R}=\frac{k_n}{1-R/(NP)}.$$

The missing end interface makes a short stack look better than a long one. For $N=1$ this is $4/3.667=1.09$ W/mK, your number. For $N=10$ it is 0.876 and for $N=20$ it is 0.866 W/mK, which lie about 2 % and 1 % above $k_n$.

A real film also touches a substrate on one side and a heater or metal layer on the other. Give each contact a resistance $R_c=5$, that is, $5\times10^{-9}$ m²K/W. The total is then

$$R_{\rm tot}(N)=NP-R+2R_c.$$

For ten bilayers it is $46.667-1+10=55.667$, and the apparent conductivity is $40/55.667=0.72$ W/mK. For twenty it is 102.333, and the apparent value is 0.78 W/mK. Neither is a property of the laminate alone.

The difference between the two films removes the constant $-R+2R_c$:

$$k_n=\frac{20d}{R_{\rm tot}(20)-R_{\rm tot}(10)}=\frac{40}{46.667}=0.857\ \text{W/mK}.$$

This works if both films have the same contacts and the same layers and interfaces throughout. If the first layers grow differently from the later ones, the difference describes the added bilayers.

### Can Fourier's law be used in 2 nm?

Fourier's law is safe in a layer much thicker than the distance heat carriers travel between collisions. A gray model, in which all carriers have one speed $v$ and one mean free path $L$, gives the size of the correction. Let $C$ be the heat capacity per volume, the same in both materials, as is $v$.

**Conductivity.** A carrier moving at angle $\theta$ to $z$ has, on average, come from a distance $L$ back along its path, where the temperature differs by $-L\cos\theta\,dT/dz$. It carries energy along $z$ at speed $v\cos\theta$. The average of $\cos^2\theta$ over all directions is 1/3, so $q=-\tfrac13CvL\,dT/dz$ and

$$k=\frac{CvL}{3},\qquad L=\frac{3k}{Cv}.$$

With the rough values $C=3\times10^6$ J/m³K and $v=5000$ m/s, $L=0.30$ nm. The layer is $\tau=d/L=6.67$ mean free paths thick.

**One-way fluxes.** In equilibrium at temperature $T$ (measured from a reference), the flux crossing a plane in one direction is $CvT/4$, because $\cos\theta$ integrated over a hemisphere and divided by $4\pi$ is 1/4. When the fluxes in the two directions differ, I assign to the plane the temperature $4/(Cv)$ times their mean. I call this the equilibrium-equivalent temperature. At an interface it differs slightly from a temperature defined by the local energy density, because the arriving carriers are not equally intense in all directions.

**Interface.** Let a fraction $t$ of the arriving carriers pass and the rest be reflected, all leaving in random directions. Let $a_+$ and $b_-$ be the fluxes arriving from left and right, $a_-$ the flux leaving to the left and $b_+$ the flux leaving to the right. Then

$$a_-=(1-t)a_++t\,b_-,\qquad q=a_+-a_-=t(a_+-b_-).$$

The flux is the same on the right, so $b_+=b_-+q$. The mean flux is $a_+-q/2$ on the left and $b_-+q/2$ on the right. Their difference is $a_+-b_--q=q(1/t-1)$, and multiplying by $4/(Cv)$ gives the temperature jump. Hence

$$R=\frac4{Cv}\left(\frac1t-1\right).$$

**Layer.** Let fluxes $J_1$ and $J_2$ enter a layer from its left and right faces in random directions. If they are equal there is no net flux, and the problem is linear, so $q=Q(J_1-J_2)$, where $Q$ is the transmittance of the layer. At the left face the returning flux is $J_1-q$ and the mean is $J_1-q/2$. At the right face the mean is $J_2+q/2$. The difference is $q/Q-q$, so the layer has resistance $(4/Cv)(1/Q-1)$.

Fourier's law would give the layer $d/k=3d/(CvL)=(4/Cv)(3\tau/4)$, which means $1/Q-1=3\tau/4$.

**Finding $Q$.** Set $J_1=1$ and $J_2=0$, and measure distance $x$ in mean free paths. Let $s(x)$ be the local energy density divided by that of an equilibrium gas whose one-way flux is 1. Carriers reach $x$ either straight from the left face or from their last collision at some $y$. With $E_n(x)=\int_0^1\mu^{n-2}e^{-x/\mu}\,d\mu$,

$$s(x)=\frac12E_2(x)+\frac12\int_0^\tau E_1(|x-y|)\,s(y)\,dy,$$

where $\mu$ is the cosine of the direction and the factors $e^{-x/\mu}$ are survival probabilities. The flux leaving on the right has the same two sources:

$$Q=2E_3(\tau)+2\int_0^\tau E_2(\tau-y)\,s(y)\,dy.$$

Solved numerically for $\tau=6.67$, this gives $1/Q=6.066$. Fourier's law predicts $1+3\tau/4=6.000$. The excess arises at the faces: carriers enter there with equal intensity in all forward directions, whereas the Fourier flux inside has an intensity that varies with $\cos\theta$. In the present units that intensity is $s-\mu\,ds/dx$, and its net flux is $q=-\tfrac43\,ds/dx$. If carriers also entered with this intensity, the entering flux would be $2\int_0^1\mu(s-\mu\,ds/dx)\,d\mu=s+q/2$ at the left face and, likewise, $s-q/2$ at the right face. Since $s$ falls by $3\tau q/4$ across the layer, $J_1-J_2$ would be $q(1+3\tau/4)$, exactly the Fourier result. Between this thickness and twice this thickness, $1/Q$ grows by 0.750 per mean free path, in agreement with the Fourier slope of 3/4.

**The film.** Adding one layer and one interface,

$$k_n=\frac{d}{\dfrac4{Cv}\left[\left(\dfrac1Q-1\right)+\left(\dfrac1t-1\right)\right]}.$$

Here $4/(Cv)=0.2667$ in the resistance unit. Your $R=1$ requires $1/t-1=1/0.2667=3.75$, so $t=0.21$. The film then has

$$k_n=\frac{2}{0.2667\,(5.066+3.75)}=0.851\ \text{W/mK},$$

which is 0.7 % below the Fourier value. This figure rests on the rough values of $C$ and $v$ and on interfaces that randomize directions; an interface with the same $t$ that preserves directions gives 1.2 %. Since $L=0.30$ nm is already about an atomic spacing, 0.7 % is the low end of what this model can give. If only part of the heat capacity belongs to travelling vibrations, $L$ is longer for the same $k$ and the correction is larger: about 1.5 % if half of it does, and 5.5 % if a tenth does.

The rule for adding layers and interfaces was tested by a random walk of 400 000 carriers through two layers with one interface between them. Carriers enter at the left and are absorbed on leaving at either end. The mean flux is $1-q/2$ at the entrance and $q/2$ at the exit, so

$$1-q=q\left[2\left(\frac1Q-1\right)+\frac1t-1\right]\quad\Rightarrow\quad\frac1q=\frac2Q+\frac1t-2.$$

This predicts that a fraction 0.0672 gets through. The walk gave 0.0667 with a standard error of 0.0004.

### Which temperatures define $R$?

The definition of $R$ matters more here than the mean free path. Some calculations of interface resistance use the temperatures of the carriers *arriving* from each side. Those temperatures are $4a_+/(Cv)$ and $4b_-/(Cv)$, and since $a_+-b_-=q/t$,

$$R_{\rm in}=\frac4{Cv}\frac1t=R+\frac4{Cv}.$$

Even a fully transmitting interface, $t=1$, has a nonzero $R_{\rm in}$. Adding $R_{\rm in}$ to $d/k$ therefore counts resistance that isn't caused by the interface.

If your $1\times10^{-9}$ m²K/W is of this kind, then $t=0.2667$ and $1/t-1=2.75$. The gray model gives

$$k_n=\frac{2}{0.2667\,(5.066+2.75)}=0.96\ \text{W/mK},$$

12 % above the Fourier value of 0.857. Of these two definitions, the equilibrium-equivalent $R$ is the one to use in the series formula at the top, which is then 0.7 % off in this example. A third definition takes the jump between the temperature profiles extrapolated from the layer interiors. It adds the face excess $0.2667\times0.066=0.018$ to $R$, and with an $R$ of that kind the series formula needs no such correction at this thickness.

### How firm is 0.86 for a real film?

Your inputs are in the regime of amorphous oxide laminates, for which a layer conductivity of one to two W/mK near room temperature is a fair rough figure. The interface resistance is much less certain. I would treat $1\times10^{-9}$ m²K/W as an assumed value, since two amorphous oxides that mix at their boundary may have a smaller one. The sharp interface is thus an assumption that a real film may well break. With everything else fixed, halving $R$ raises $k_n$ to 1.09 W/mK, doubling it lowers $k_n$ to 0.60 W/mK, and letting it vanish gives 1.5 W/mK. Mixing may also change the conductivity of the layers, which this comparison leaves out. The gray model is itself a size estimate, because not all vibrations of an amorphous oxide are travelling waves.

The value for halved $R$ equals that of your single bilayer for a simple reason: one interface shared by two layers is half an interface per layer.

Two other effects are smaller for these numbers:

- **Thickness.** If every layer is 1.9 nm thick, $k_n=0.838$ W/mK; if every layer is 2.1 nm thick, it is 0.875 W/mK. These are shifts of about 2 % at fixed $k$ and $R$.
- **Heating.** At a flux of $10^8$ W/m², ten bilayers without contacts have a temperature drop of $45.67\times10^{-9}\times10^8=4.57$ K. If $k$ changes by 0.1 % per kelvin, an assumed figure, it differs by 0.46 % between the hot and cold sides. The effect on $k_n$ is smaller still if $R$ stays fixed, since the layers carry 57 % of the resistance.

So use 0.86 W/mK for the interior of a thick stack with these inputs, and add the contacts separately when you need the temperature rise of a device. The second decimal describes the model; for a real film, the uncertainty in $R$ already affects the first. The numerical output below lists the main values used here.

## Values computed for the example and the checks

```
PERIODIC STACK (resistances in 1e-9 m2K/W)
layer thickness d = 2.0 nm, conductivity k = 1.50 W/mK
interface resistance R = 1.00
resistance of one layer d/k = 1.3333
two layers = 2.6667, two interfaces = 2.0000
resistance of one period = 4.6667
normal conductivity, formula = 0.8571 W/mK
normal conductivity, thermal wave = 0.8571 W/mK
in-plane conductivity, thermal wave = 1.5000 W/mK
anisotropy in-plane/normal = 1.750
equivalent length kR = 1.50 nm
interface share of resistance = 42.9 %
UNEQUAL TEST STACK: d 2, 3 nm; k 1.5, 0.4 W/mK; R 1, 2
normal: formula 0.42254, wave 0.42253 W/mK
in-plane: wave 0.84000 W/mK
FINITE STACKS, no contacts
1 bilayers: conductivity = 1.0909 W/mK
10 bilayers: conductivity = 0.8759 W/mK
20 bilayers: conductivity = 0.8664 W/mK
CONTACTS of 5.0 at each end
total resistance, 10 bilayers = 55.667
total resistance, 20 bilayers = 102.333
apparent conductivity, 10 = 0.7186 W/mK
apparent conductivity, 20 = 0.7818 W/mK
conductivity from the difference = 0.8571 W/mK
SENSITIVITY OF THE PERIODIC VALUE
layers 1.9 nm: 0.8382; 2.1 nm: 0.8750 W/mK
R halved: 1.0909; R doubled: 0.6000 W/mK
heat flux = 1.0e+08 W/m2
temperature drop, 10 bilayers, no contacts = 4.57 K
assumed change of k = 0.10 % per K
change of k over that drop = 0.46 %
FINITE MEAN FREE PATH, gray model
C = 3.0e+06 J/m3K, v = 5000 m/s
mean free path = 0.300 nm, d/path = 6.667
emission resistance 4/(Cv) = 0.2667
layer transmittance Q = 0.1649, 1/Q = 6.0655
slope of 1/Q with d/path = 0.7498 (Fourier: 3/4)
two-layer transmittance: rule 0.06720, walk 0.06672
standard error of the walk = 0.00040
R from equivalent temperatures: t = 0.2105
  conductivity = 0.8508 W/mK
  change from Fourier value = -0.74 %
R from incoming temperatures: t = 0.2667
  conductivity = 0.9596 W/mK
  change from Fourier value = 12.0 %
```
